\section*{Tetragonal versus rhombohedral order in the quartic Landau-Devonshire energy}

\section{Result and conditions}

Let $\mathbf P=(P_1,P_2,P_3)$ be a uniform polarization, referred to the cubic axes, with the energy density
\begin{equation}
f=a\sum_i P_i^2+b_1\sum_i P_i^4+b_2\sum_{i<j}P_i^2P_j^2 .
\label{eq:f}
\end{equation}
Each pair is counted once. Assume
\begin{equation}
a<0,\qquad b_1>0,\qquad b_1+b_2>0 .
\label{eq:cond}
\end{equation}
Then the global minima of $f$ are
\begin{align}
b_2>2b_1:&\quad \text{the six tetragonal states } \langle100\rangle,\nonumber\\
-b_1<b_2<2b_1:&\quad \text{the eight rhombohedral states } \langle111\rangle .
\label{eq:result}
\end{align}
At $b_2=2b_1$ the energy depends on $|\mathbf P|$ alone and all directions are degenerate.

The first condition places the system on the ordered side of the transition. The other two keep the energy bounded below, as shown in the next section. The macroscopic electric field is zero, and gradients, domain walls and depolarizing fields are absent.

The coefficients must belong to the mechanical condition of interest. For a stress-free crystal with linear elasticity, the strain $\eta$ adds $\frac12\eta^{T}C\eta-\eta^{T}g$, where $C$ is the stiffness matrix and $g$ is quadratic in $\mathbf P$. Setting the derivative with respect to $\eta$ to zero gives $\eta=C^{-1}g$ and leaves $-\frac12g^{T}C^{-1}g$. This is quartic in $\mathbf P$ and has cubic symmetry, so the form of Eq.~(\ref{eq:f}) survives with changed $b_1$ and $b_2$. The criterion for a free crystal therefore uses the changed coefficients, not those at fixed strain.

\section{Proof by separating length and direction}

Write $\mathbf P=P\mathbf n$ with $|\mathbf n|=1$, and define
\begin{equation}
s=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 .
\end{equation}
Squaring $\sum_i n_i^2=1$ gives $\sum_i n_i^4+2s=1$, hence $\sum_i n_i^4=1-2s$. The quartic terms become $P^4[b_1(1-2s)+b_2s]$, so that
\begin{equation}
f=aP^2+B(s)P^4,\qquad B(s)=b_1+(b_2-2b_1)s .
\label{eq:B}
\end{equation}
The direction enters through the single number $s$.

To find its range, put $x=n_1^2$, $y=n_2^2$, $z=n_3^2$. These are non-negative and add up to one. Therefore $s=xy+yz+zx\ge0$, and equality requires every product to vanish, which leaves one nonzero component: a $\langle100\rangle$ direction. For the upper end,
\begin{align}
1-3s&=(x+y+z)^2-3(xy+yz+zx)\nonumber\\
&=x^2+y^2+z^2-xy-yz-zx\nonumber\\
&=\tfrac12\left[(x-y)^2+(y-z)^2+(z-x)^2\right]\ge0 .
\end{align}
Equality requires $x=y=z$, a $\langle111\rangle$ direction. Thus $0\le s\le\frac13$, with each end reached on one family of directions.

Since $B$ is linear in $s$, its smallest value lies at an end of this interval. The end values are
\begin{equation}
B(0)=b_1,\qquad B(\tfrac13)=b_1+\frac{b_2-2b_1}{3}=\frac{b_1+b_2}{3}.
\end{equation}
If both are positive, $B$ is positive in every direction and $f$ grows as $P^4$. If either is negative, $f$ falls without limit along the corresponding direction. This is the origin of the last two conditions in Eq.~(\ref{eq:cond}).

At fixed direction, complete the square in $P^2$:
\begin{equation}
f=B\left(P^2+\frac{a}{2B}\right)^2-\frac{a^2}{4B}.
\label{eq:square}
\end{equation}
Because $a<0$ and $B>0$, the square can be made zero by choosing
\begin{equation}
P^2=\frac{|a|}{2B},\qquad f_{\min}(\mathbf n)=-\frac{a^2}{4B(s)} .
\label{eq:fn}
\end{equation}
The lowest energy belongs to the smallest $B$. For $b_2>2b_1$, $B$ increases with $s$ and the minimum is at $s=0$. For $b_2<2b_1$, $B$ decreases with $s$ and the minimum is at $s=\frac13$. This proves Eq.~(\ref{eq:result}).

The value $2b_1$, rather than zero, has a simple meaning. Spreading a polarization of given length over several axes lowers $\sum_iP_i^4$ by $2sP^4$, which saves $2b_1sP^4$. The coupling costs $b_2sP^4$. Tetragonal order needs a coupling that costs more than the spreading saves. At $b_2=0$ the components are independent, each one orders, and the state is rhombohedral.

If $a\ge0$, both terms of Eq.~(\ref{eq:B}) are non-negative and the minimum is $\mathbf P=0$. When $a$ passes through zero with $b_1$ and $b_2$ fixed, Eq.~(\ref{eq:fn}) gives $P\propto|a|^{1/2}$, a continuous transition. The choice of direction does not depend on $a$, so changing $a$ alone cannot turn one ordered phase into the other in this model.

\section{All stationary points}

A numerical minimizer may stop at a state that is stationary but not lowest, so the full list is useful. The gradient is
\begin{equation}
\frac{\partial f}{\partial P_i}=2P_i\left[a+2b_1P_i^2+b_2(P^2-P_i^2)\right].
\label{eq:grad}
\end{equation}
For a nonzero component the bracket must vanish, which can be written as
\begin{equation}
(2b_1-b_2)P_i^2=-a-b_2P^2 .
\end{equation}
The right-hand side is the same for every $i$. Hence, for $b_2\ne2b_1$, all nonzero components have equal magnitude $q$. With $k$ of them nonzero, $P^2=kq^2$ and
\begin{equation}
q^2=\frac{|a|}{2b_1+(k-1)b_2},\qquad k=1,2,3 .
\label{eq:q}
\end{equation}
The denominators are $2b_1$, $2b_1+b_2=b_1+(b_1+b_2)$ and $2(b_1+b_2)$, all positive under Eq.~(\ref{eq:cond}). The choices of axes and signs give 6 tetragonal (T), 12 orthorhombic (O) and 8 rhombohedral (R) points. With the origin there are 27. No state of lower symmetry is stationary at quartic order away from the threshold.

For the energies, multiply Eq.~(\ref{eq:grad}) by $P_i$ and sum. If $Q$ denotes all quartic terms, stationarity gives $2aP^2+4Q=0$, so $Q=-aP^2/2$ and $f=aP^2/2=-|a|kq^2/2$. Therefore
\begin{align}
f_T&=-\frac{a^2}{4b_1},&
f_O&=-\frac{a^2}{2b_1+b_2},&
f_R&=-\frac{3a^2}{4(b_1+b_2)} .
\label{eq:energies}
\end{align}
The difference of the two competing energies is
\begin{equation}
f_T-f_R=\frac{a^2}{4}\,\frac{3b_1-(b_1+b_2)}{b_1(b_1+b_2)}
=\frac{a^2(2b_1-b_2)}{4b_1(b_1+b_2)},
\end{equation}
which is negative for $b_2>2b_1$, in agreement with the proof.

\section{Local stability}

Differentiating Eq.~(\ref{eq:grad}) once more gives the Hessian
\begin{align}
H_{ii}&=2a+12b_1P_i^2+2b_2(P^2-P_i^2),\nonumber\\
H_{ij}&=4b_2P_iP_j\qquad(i\ne j).
\label{eq:H}
\end{align}
Since the field conjugate to $\mathbf P$ is $E_i=\partial f/\partial P_i$, the eigenvalues of $H$ are the dielectric stiffnesses: each is $dE/dP$ along its eigenvector, and in a stable state a small value means a large response.

Along the polarization, Eq.~(\ref{eq:B}) gives $d^2f/dP^2=2a+12BP^2$. With $BP^2=-a/2$ this equals $-4a=4|a|$ in every ordered state. The transverse values distinguish the states.

For T, take $\mathbf P=(q,0,0)$ with $q^2=|a|/(2b_1)$. The off-diagonal elements vanish, and the two transverse curvatures are
\begin{equation}
\lambda_T=2a+2b_2q^2=\frac{|a|(b_2-2b_1)}{b_1}.
\label{eq:lt}
\end{equation}

For R, take $\mathbf P=(q,q,q)$. Equation~(\ref{eq:q}) gives $2a=-4(b_1+b_2)q^2$. The diagonal elements are then
\begin{equation}
H_{ii}=-4(b_1+b_2)q^2+12b_1q^2+4b_2q^2=8b_1q^2,
\end{equation}
and the off-diagonal ones are $4b_2q^2$. A vector whose components sum to zero has eigenvalue $H_{ii}-H_{ij}$, so the two transverse curvatures are
\begin{equation}
\lambda_R=4q^2(2b_1-b_2)=\frac{2|a|(2b_1-b_2)}{b_1+b_2}.
\label{eq:lr}
\end{equation}

For O, take $\mathbf P=(q,q,0)$, for which $2a=-(4b_1+2b_2)q^2$. In the plane, $H_{11}=H_{22}=8b_1q^2$ and $H_{12}=4b_2q^2$. The direction $(1,-1,0)$ has curvature $H_{11}-H_{12}$, and the direction $(0,0,1)$ has $H_{33}=2a+4b_2q^2$:
\begin{align}
\lambda_O^{\rm in}&=4q^2(2b_1-b_2)=\frac{4|a|(2b_1-b_2)}{2b_1+b_2},\nonumber\\
\lambda_O^{\rm out}&=2q^2(b_2-2b_1)=\frac{2|a|(b_2-2b_1)}{2b_1+b_2}.
\label{eq:lo}
\end{align}
These have opposite signs, so O is a saddle on both sides of the threshold. T and R are never locally stable together: each loses stability at the value of $b_2$ where it ceases to be the global minimum. The quartic model therefore has no metastable T state in the R region, or the reverse, and no hysteresis of that kind when $b_2$ is varied.

\section{Barrier for uniform rotation}

Within the space of uniform polarizations, the lowest pass between different minima is an O state. The proof bounds the energy that any path must reach, then gives a path that reaches no higher.

Take first $b_2>2b_1$ and a path that starts at $+P_1$. The quantity $P_1-\max(|P_2|,|P_3|)$ is positive at the start and negative at every other T state, so it vanishes somewhere on the path. There either $\mathbf P=0$, with $f=0>f_O$, or the two largest $n_i^2$ are equal. Call their value $u$. The third is $1-2u\le u$, hence $\frac13\le u\le\frac12$, and
\begin{align}
s&=u^2+2u(1-2u)=2u-3u^2,\nonumber\\
s-\tfrac14&=3\left(\tfrac12-u\right)\left(u-\tfrac16\right)\ge0 .
\end{align}
Since $B$ increases with $s$, $B\ge B(\frac14)$ and $f\ge-a^2/[4B(\frac14)]=f_O$. Conversely, the rotation $\mathbf n=(\cos\theta,\sin\theta,0)$ has $s=\frac14\sin^22\theta\le\frac14$. With the length relaxed at each angle, its energy does not exceed $f_O$. Reversal of $\mathbf P$ can be made from two such rotations and has the same barrier.

For $b_2<2b_1$, two different R states differ in the sign of at least one component, which must vanish on the way. At that point either $\mathbf P=0$ or $s$ is a product of two non-negative numbers with sum one, so $s\le\frac14$. Now $B$ decreases with $s$, and again $f\ge f_O$. The path $\mathbf n=(\sin\theta/\sqrt2,\sin\theta/\sqrt2,\cos\theta)$ between $[111]$ and $[11\bar1]$ has, with $w=\sin^2\theta\in[\frac23,1]$,
\begin{equation}
s-\tfrac14=\frac{w^2}{4}+w(1-w)-\frac14=\frac{(1-w)(3w-1)}{4}\ge0 ,
\end{equation}
so it does not rise above $f_O$. R states that differ in more than one sign are joined by successive rotations of this kind, one sign at a time. The barriers follow from Eq.~(\ref{eq:energies}):
\begin{align}
f_O-f_T&=\frac{a^2(b_2-2b_1)}{4b_1(2b_1+b_2)},\nonumber\\
f_O-f_R&=\frac{a^2(2b_1-b_2)}{4(b_1+b_2)(2b_1+b_2)} .
\label{eq:barrier}
\end{align}
Both vanish linearly at the threshold. They are energy densities for coherent rotation. They give neither a coercive field nor the barrier for switching by nucleation and wall motion, which involves nonuniform states.

\section{Worked example}

Take the round model parameters $a=-40$ MJ\,m/C$^2$ and $b_1=500$ MJ\,m$^5$/C$^4$, held fixed while $b_2$ changes. The threshold is then $b_2=1000$ MJ\,m$^5$/C$^4$. In these units $f$ is in MJ/m$^3$ when $P$ is in C/m$^2$.

For $b_2=1500$ MJ\,m$^5$/C$^4$, above the threshold,
\begin{align}
P_T&=\sqrt{\frac{40}{1000}}=0.200\ \text{C/m}^2,&
f_T&=-\frac{1600}{2000}=-0.80,\nonumber\\
f_O&=-\frac{1600}{2500}=-0.64,&
f_R&=-\frac{4800}{8000}=-0.60,
\end{align}
with energies in MJ/m$^3$. T is lowest and the rotation barrier is $0.16$ MJ/m$^3$. The transverse curvatures of T are $40\times500/500=40$ MJ\,m/C$^2$, both positive. R has two values of $-20$ MJ\,m/C$^2$, so it is unstable against both transverse displacements, while O has $-32$ and $16$ MJ\,m/C$^2$.

For $b_2=500$ MJ\,m$^5$/C$^4$, below the threshold, $f_T$ is unchanged because a single component does not feel $b_2$. The others become
\begin{equation}
f_O=-\frac{1600}{1500}=-1.067,\qquad
f_R=-\frac{4800}{4000}=-1.20 ,
\end{equation}
again in MJ/m$^3$. R is lowest, with components $\sqrt{40/2000}=0.141$ C/m$^2$ and length $0.245$ C/m$^2$. The barrier is $0.133$ MJ/m$^3$. The transverse curvatures of T have changed sign to $-40$ MJ\,m/C$^2$.

Direct minimization of Eq.~(\ref{eq:f}) from random starting points, without use of the angular reduction, gives R at $b_2/b_1=1.99$ and T at $2.01$. The values are listed in the numerical output. At $b_2/b_1=-0.9$ the polarization has grown to $1.10$ C/m$^2$ and the energy to $-24$ MJ/m$^3$. This follows from $P_R^2=3|a|/[2(b_1+b_2)]$, which diverges as $b_1+b_2\to0$. Near that limit a quartic truncation is no longer a sound description, since higher powers of $P$ cannot be neglected.

\section{Sixth-order terms and real ferroelectrics}

The exclusion of orthorhombic order is a property of the quartic truncation. To see how it fails, add $cP_1^2P_2^2P_3^2$ with $c>0$, and let $\delta=b_2-2b_1$ be small. At $\delta=c=0$ the length is $P_0^2=|a|/(2b_1)$ in all directions. To first order in $\delta$ and $c$ the length may be kept at $P_0$, because $f$ is stationary with respect to it. Relative to T, the energies are
\begin{equation}
\Delta f_O=\frac{\delta P_0^4}{4},\qquad
\Delta f_R=\frac{\delta P_0^4}{3}+\frac{cP_0^6}{27}.
\end{equation}
O lies below T if $\delta<0$. It lies below R if $-\delta/12<cP_0^2/27$. Both hold in the window
\begin{equation}
-\frac{4cP_0^2}{9}<b_2-2b_1<0 .
\label{eq:window}
\end{equation}
There neither T nor R is the ground state, although the quartic criterion predicts R. The upper limit of R order thus lies below $2b_1$ by $4cP_0^2/9$, which is a fraction $2cP_0^2/(9b_1)$ of $2b_1$, to this order. Because $P_0^2$ grows with $|a|$, the window widens on cooling if $a$ becomes more negative while $b_1$ and $c$ stay fixed.

This matters for perovskite ferroelectrics. Barium titanate passes on cooling from cubic to tetragonal, orthorhombic and rhombohedral phases, through first-order transitions. Equation~(\ref{eq:f}) with constant $b_1$ and $b_2$ reproduces neither the sequence nor the order of the transitions. The single added term $cP_1^2P_2^2P_3^2$ does not reproduce the sequence either. With $b_1$, $\delta$ and $c$ fixed, cooling leads from cubic to R and then to O for $\delta<0$, the reverse of the observed order of these two phases, and to T alone for $\delta>0$. The term shows only that sixth order can stabilize O. The observed sequence needs an effective anisotropy that passes from favoring T to favoring R on cooling, which further sixth-order terms such as $P_i^4P_j^2$ or temperature-dependent coefficients can supply. The model polarization of $0.2$ C/m$^2$ is of the size found in such crystals, roughly $0.3$ C/m$^2$ for barium titanate at room temperature, but the parameters are not a fit to any material. If the relevant $b_1$ is negative, the conditions of the theorem fail outright and sixth-order terms are needed for stability. A film clamped to a substrate can also break the equality of the three quadratic coefficients, and then Eq.~(\ref{eq:result}) does not apply.

\section{Points for implementation}

The threshold depends on how the quartic terms are written. If the code sums over ordered pairs, $b_2'\sum_{i\ne j}P_i^2P_j^2$, each pair appears twice, so $b_2=2b_2'$ and the threshold is $b_2'=b_1$. If it uses $\beta_1P^4+\beta_2\sum_iP_i^4$, expansion of $P^4$ gives
\begin{equation}
b_1=\beta_1+\beta_2,\qquad b_2=2\beta_1,\qquad b_2-2b_1=-2\beta_2 .
\end{equation}
Tetragonal order then requires $\beta_2<0$, and the stability conditions are $\beta_1+\beta_2>0$ and $3\beta_1+\beta_2>0$. A common prefactor on both quartic terms leaves the ratio $b_2/b_1$ unchanged.

A minimizer should start with three nonzero components of unequal magnitude. By symmetry, gradient descent keeps equal magnitudes equal, and for $b_2>2b_1$ it can then end at O or R. Zero components are also preserved. By Eq.~(\ref{eq:grad}), $\partial f/\partial P_3=0$ when $P_3=0$, so gradient descent begun in that plane stays in it. For $b_2<2b_1$ the O state is a minimum within the plane, since $\lambda_O^{\rm in}>0$. In the second example such a run can end at $-1.067$ MJ/m$^3$ instead of $-1.20$ MJ/m$^3$. The negative eigenvalue of Eq.~(\ref{eq:H}), here $-26.7$ MJ\,m/C$^2$, reveals the error.

Close to the threshold the transverse curvature is small while the longitudinal one remains $4|a|$. For T their ratio is $4b_1/(b_2-2b_1)$, which is 4 in the first example and 400 at $b_2/b_1=2.01$. Gradient descent with a fixed step, limited by the stiff direction, then converges slowly in angle. Minimizing over direction through $B(s)$ and taking the length from Eq.~(\ref{eq:fn}) avoids this disparity.

\section*{Calculated quantities}
\begin{verbatim}
a  = -40 MJ m/C^2
b1 = 500 MJ m^5/C^4
CASE b2 = 1500 MJ m^5/C^4, b2/b1 = 3.0
stationary points: zero 1, T 6, O 12, R 8
 T: component 0.2000, |P| 0.2000 C/m^2
    f = -0.8000 MJ/m^3
    curvatures 40.00 40.00 160.00 MJ m/C^2
 O: component 0.1265, |P| 0.1789 C/m^2
    f = -0.6400 MJ/m^3
    curvatures -32.00 16.00 160.00 MJ m/C^2
 R: component 0.1000, |P| 0.1732 C/m^2
    f = -0.6000 MJ/m^3
    curvatures -20.00 -20.00 160.00 MJ m/C^2
 global minimum: T
 rotation barrier = 0.1600 MJ/m^3
CASE b2 = 500 MJ m^5/C^4, b2/b1 = 1.0
stationary points: zero 1, T 6, O 12, R 8
 T: component 0.2000, |P| 0.2000 C/m^2
    f = -0.8000 MJ/m^3
    curvatures -40.00 -40.00 160.00 MJ m/C^2
 O: component 0.1633, |P| 0.2309 C/m^2
    f = -1.0667 MJ/m^3
    curvatures -26.67 53.33 160.00 MJ m/C^2
 R: component 0.1414, |P| 0.2449 C/m^2
    f = -1.2000 MJ/m^3
    curvatures 40.00 40.00 160.00 MJ m/C^2
 global minimum: R
 rotation barrier = 0.1333 MJ/m^3
SCAN by direct minimization (b2/b1, phase, |P| C/m^2, f MJ/m^3)
  -0.90  R  1.0954  -24.0000
  -0.50  R  0.4899  -4.8000
   0.00  R  0.3464  -2.4000
   1.00  R  0.2449  -1.2000
   1.90  R  0.2034  -0.8276
   1.99  R  0.2003  -0.8027
   2.01  T  0.2000  -0.8000
   2.10  T  0.2000  -0.8000
   3.00  T  0.2000  -0.8000
  10.00  T  0.2000  -0.8000
threshold b2/b1 where f_T = f_R: 2.000000
f at threshold, |P| = 0.2 C/m^2: -0.8000 MJ/m^3
spread over directions below 1e-10 MJ/m^3: True
\end{verbatim}
